# Surface field in water and its increase by a Stern layer: test program

```python
"""
Result under test: a plane with free charge density sigma, facing water and
its neutralising ions, has next to it the field
    E = sigma / (eps0 * eps_r),
so a charge-free Stern layer of permittivity eps_S < eps_w raises the field
by eps_w / eps_S at fixed sigma, and by less at fixed total potential.

Symbols: sigma  free surface charge density (C/m^2)
         eps_w, eps_S  relative permittivities of water and Stern layer
         d      Stern layer thickness (m);  n  bulk ion number density (1/m^3)
         psi_d  potential at the outer edge of the Stern layer (V)
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.constants import e, k, epsilon_0, N_A
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

sigma = 0.1
eps_w = 78.0
eps_S = 6.0
d = 0.30e-9
T = 298.15
salt_main = 0.1      # mol/L
salt_low = 0.01      # mol/L
dipole = 6.0e-30     # C m, round size of a water dipole
thermal_voltage = k * T / e


# ---------- derived formulas ----------
def field_formula(charge, eps_r):
    return charge / (epsilon_0 * eps_r)


def diffuse_potential(charge, salt):
    n = salt * 1000 * N_A
    scale = np.sqrt(8 * epsilon_0 * eps_w * k * T * n)
    return 2 * thermal_voltage * np.arcsinh(charge / scale)


def total_potential(charge, eps_layer, salt):
    return field_formula(charge, eps_layer) * d + diffuse_potential(charge, salt)


def debye_length(salt):
    n = salt * 1000 * N_A
    return np.sqrt(epsilon_0 * eps_w * k * T / (2 * n * e**2))


# ---------- independent road 1: Coulomb sum over free and bound charge ----------
def disc_factor(distance, radius=1e-3):
    """Axial field of a uniform disc in units of charge density/(2 eps0)."""
    upper = np.arcsinh(radius / distance)
    return quad(lambda t: np.sinh(t) / np.cosh(t)**2, 0, upper,
                epsabs=1e-11, epsrel=1e-11, limit=200)[0]


def coulomb_fields(eps_layer, eps_solid=4.0):
    """Fields in solid, Stern layer, water gap and water beyond the ions.
    The ions are represented by one sheet 1 nm outside the Stern layer."""
    sheets = np.array([0.0, d, d + 1e-9])
    free = np.array([sigma, 0.0, -sigma])
    points = np.array([-0.5e-9, d / 2, d + 0.5e-9, d + 1.5e-9])
    chi = np.diag([eps_solid - 1, eps_layer - 1, eps_w - 1, eps_w - 1])
    kernel = np.array([[np.sign(p - s) * disc_factor(abs(p - s)) / 2
                        for s in sheets] for p in points])
    # bound sheet charge = polarisation on the left minus that on the right
    jump = np.zeros((3, 4))
    for j in range(3):
        jump[j, j], jump[j, j + 1] = 1.0, -1.0
    fields = np.linalg.solve(np.eye(4) - kernel @ jump @ chi,
                             kernel @ free / epsilon_0)
    bound = epsilon_0 * jump @ chi @ fields
    return fields, bound


for eps_layer in (eps_S, eps_w):
    fields, bound = coulomb_fields(eps_layer)
    expected_layer = field_formula(sigma, eps_layer)
    expected_water = field_formula(sigma, eps_w)
    # finite disc radius leaves errors near 1e-4 after dielectric cancellation
    assert abs(fields[1] / expected_layer - 1) < 1e-3
    assert abs(fields[2] / expected_water - 1) < 1e-3
    assert abs(fields[0]) < 1e-3 * expected_water
    assert abs(fields[3]) < 1e-3 * expected_water
    assert abs(bound[0] / (-sigma * (1 - 1 / eps_layer)) - 1) < 1e-3
    if eps_layer == eps_S:
        bound_stern = bound[0]
    else:
        bound_water = bound[0]


# ---------- independent road 2: nonlinear Poisson-Boltzmann on a grid ----------
def solve_layer(wall_potential, eps_layer, salt):
    """Only the wall potential is prescribed. Returns the wall field, the
    water-side field at the Stern edge, the ion charge and the edge potential."""
    n = salt * 1000 * N_A
    n_stern, n_diffuse = 60, 4800
    h_stern = d / n_stern
    h_diffuse = 12 * debye_length(salt) / n_diffuse
    h = np.r_[np.full(n_stern, h_stern), np.full(n_diffuse, h_diffuse)]
    eps = np.r_[np.full(n_stern, eps_layer), np.full(n_diffuse, eps_w)]
    link = epsilon_0 * eps * thermal_voltage / h
    ion_width = np.zeros(len(h) + 1)
    ion_width[n_stern] = h_diffuse / 2
    ion_width[n_stern + 1:] = h_diffuse
    ion_scale = 2 * n * e * ion_width
    phi = np.zeros(len(h) + 1)
    phi[0] = wall_potential / thermal_voltage
    for _ in range(80):
        flux = link * np.diff(phi)
        residual = np.diff(flux) - ion_scale[1:-1] * np.sinh(phi[1:-1])
        bands = np.zeros((3, len(phi) - 2))
        bands[0, 1:] = link[1:-1]
        bands[1] = -link[:-1] - link[1:] - ion_scale[1:-1] * np.cosh(phi[1:-1])
        bands[2, :-1] = link[1:-1]
        step = solve_banded((1, 1), bands, -residual)
        phi[1:-1] += step
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    slope = -np.diff(phi) * thermal_voltage / h
    edge_field = 1.5 * slope[n_stern] - 0.5 * slope[n_stern + 1]
    ion_charge = -np.sum(ion_scale[1:-1] * np.sinh(phi[1:-1]))
    return slope[0], edge_field, ion_charge, phi[n_stern] * thermal_voltage


grid_results = {}
for salt in (salt_main, salt_low):
    for eps_layer in (eps_S, eps_w):
        potential = total_potential(sigma, eps_layer, salt)
        wall, edge, ions, psi_edge = solve_layer(potential, eps_layer, salt)
        # second-order grid error is well below 2e-3
        assert abs(ions / (-sigma) - 1) < 2e-3
        assert abs(wall / field_formula(sigma, eps_layer) - 1) < 2e-3
        assert abs(edge / field_formula(sigma, eps_w) - 1) < 2e-3
        assert abs(psi_edge / diffuse_potential(sigma, salt) - 1) < 2e-3
        grid_results[salt, eps_layer] = (wall, edge, ions)

# ---------- fixed total potential ----------
V_fixed = total_potential(sigma, eps_w, salt_main)
sigma_fixed = brentq(lambda s: total_potential(s, eps_S, salt_main) - V_fixed,
                     0.0, sigma, xtol=1e-14)
E_fixed = field_formula(sigma_fixed, eps_S)
wall, edge, ions, psi_edge = solve_layer(V_fixed, eps_S, salt_main)
assert abs(-ions / sigma_fixed - 1) < 2e-3
assert abs(wall / E_fixed - 1) < 2e-3
wall_waterlike = grid_results[salt_main, eps_w][0]
assert -ions < sigma
assert wall_waterlike < wall < V_fixed / d
assert wall / wall_waterlike < eps_w / eps_S

# ---------- printed numbers ----------
E_w = field_formula(sigma, eps_w)
E_S = field_formula(sigma, eps_S)
nm = 1e-9
print("INPUTS")
print(f"surface charge density: {sigma:.3f} C/m^2")
print(f"relative permittivity, water: {eps_w:.0f}")
print(f"relative permittivity, Stern layer: {eps_S:.0f}")
print(f"Stern thickness: {d/nm:.2f} nm")
print(f"temperature: {T:.2f} K")
print(f"vacuum permittivity: {epsilon_0:.4e} F/m")
print(f"thermal voltage kT/e: {thermal_voltage:.5f} V")
print("FIELDS AT FIXED CHARGE")
print(f"field with no dielectric: {sigma/epsilon_0*nm:.3f} V/nm")
print(f"field in water: {E_w*nm:.4f} V/nm = {E_w:.3e} V/m")
print(f"field in Stern layer: {E_S*nm:.4f} V/nm = {E_S:.3e} V/m")
print(f"ratio Stern/water: {E_S/E_w:.2f}")
print(f"bound wall charge, water (disc sum): {bound_water:.5f} C/m^2")
print(f"bound wall charge, Stern (disc sum): {bound_stern:.5f} C/m^2")
print(f"net wall charge, water: {sigma+bound_water:.5f} C/m^2")
print(f"net wall charge, Stern: {sigma+bound_stern:.5f} C/m^2")
print("SENSITIVITY TO STERN PERMITTIVITY")
for value in (6.0, 10.0, 15.0, 30.0):
    field = field_formula(sigma, value)
    print(f"eps_S {value:.0f}: field {field*nm:.3f} V/nm, drop {field*d:.3f} V")
print("POTENTIALS AT FIXED CHARGE")
print(f"Stern drop, eps_S = 6: {E_S*d:.4f} V")
print(f"Stern drop, water-like layer: {E_w*d:.4f} V")
for salt in (salt_main, salt_low):
    print(f"salt {salt:.2f} mol/L: Debye length {debye_length(salt)/nm:.3f} nm")
    print(f"  diffuse potential: {diffuse_potential(sigma, salt):.4f} V")
    print(f"  total potential: {total_potential(sigma, eps_S, salt):.4f} V")
    w, g, q = grid_results[salt, eps_S]
    print(f"  grid wall field: {w*nm:.4f} V/nm")
    print(f"  grid field just outside Stern layer: {g*nm:.4f} V/nm")
    print(f"  grid ion charge: {q:.5f} C/m^2")
print("FIXED POTENTIAL, 0.1 mol/L")
print(f"held total potential: {V_fixed:.4f} V")
print(f"charge after lowering eps_S to 6: {sigma_fixed:.5f} C/m^2")
print(f"Stern field then: {E_fixed*nm:.4f} V/nm")
print(f"increase over water-like layer: {E_fixed/E_w:.2f} times")
print(f"upper bound potential/thickness: {V_fixed/d*nm:.4f} V/nm")
print("LIMITS OF THE MODEL")
print(f"elementary charges per area: {sigma/e*nm**2:.3f} per nm^2")
print(f"mean charge spacing: {np.sqrt(e/sigma)/nm:.3f} nm")
print(f"dipole moment used: {dipole:.1e} C m")
print(f"dipole energy / kT in water field: {dipole*E_w/(k*T):.3f}")
print(f"dipole energy / kT in Stern field: {dipole*E_S/(k*T):.3f}")
print("checks complete")
```

Printed output:

```
INPUTS
surface charge density: 0.100 C/m^2
relative permittivity, water: 78
relative permittivity, Stern layer: 6
Stern thickness: 0.30 nm
temperature: 298.15 K
vacuum permittivity: 8.8542e-12 F/m
thermal voltage kT/e: 0.02569 V
FIELDS AT FIXED CHARGE
field with no dielectric: 11.294 V/nm
field in water: 0.1448 V/nm = 1.448e+08 V/m
field in Stern layer: 1.8823 V/nm = 1.882e+09 V/m
ratio Stern/water: 13.00
bound wall charge, water (disc sum): -0.09872 C/m^2
bound wall charge, Stern (disc sum): -0.08333 C/m^2
net wall charge, water: 0.00128 C/m^2
net wall charge, Stern: 0.01667 C/m^2
SENSITIVITY TO STERN PERMITTIVITY
eps_S 6: field 1.882 V/nm, drop 0.565 V
eps_S 10: field 1.129 V/nm, drop 0.339 V
eps_S 15: field 0.753 V/nm, drop 0.226 V
eps_S 30: field 0.376 V/nm, drop 0.113 V
POTENTIALS AT FIXED CHARGE
Stern drop, eps_S = 6: 0.5647 V
Stern drop, water-like layer: 0.0434 V
salt 0.10 mol/L: Debye length 0.959 nm
  diffuse potential: 0.0884 V
  total potential: 0.6531 V
  grid wall field: 1.8823 V/nm
  grid field just outside Stern layer: 0.1448 V/nm
  grid ion charge: -0.10000 C/m^2
salt 0.01 mol/L: Debye length 3.032 nm
  diffuse potential: 0.1460 V
  total potential: 0.7107 V
  grid wall field: 1.8824 V/nm
  grid field just outside Stern layer: 0.1447 V/nm
  grid ion charge: -0.10000 C/m^2
FIXED POTENTIAL, 0.1 mol/L
held total potential: 0.1318 V
charge after lowering eps_S to 6: 0.01888 C/m^2
Stern field then: 0.3554 V/nm
increase over water-like layer: 2.45 times
upper bound potential/thickness: 0.4394 V/nm
LIMITS OF THE MODEL
elementary charges per area: 0.624 per nm^2
mean charge spacing: 1.266 nm
dipole moment used: 6.0e-30 C m
dipole energy / kT in water field: 0.211
dipole energy / kT in Stern field: 2.744
checks complete
```
